\section*{Quadratic Stark shift of the ground level in a hard-walled well}

\section{Statement}

A particle of mass $m$ and charge $-e$, with $e>0$, moves along $x$ between impenetrable walls at $x=-L/2$ and $x=+L/2$. A uniform electric field $F$ along $+x$ exerts the force $-eF$, so the potential energy is $eFx$. Its zero is placed at the centre of the well. The Hamiltonian is
\begin{equation}
H=-\frac{\hbar^2}{2m}\frac{d^2}{dx^2}+eFx,\qquad \psi(\pm L/2)=0 .
\label{H}
\end{equation}

\paragraph{Theorem.} For small $F$ the ground level of (\ref{H}) is
\begin{equation}
E(F)=\frac{\pi^2\hbar^2}{2mL^2}-C\,\frac{m e^2F^2L^4}{\hbar^2}+O(F^4),
\qquad C=\frac{15-\pi^2}{24\pi^4}\approx 0.0021945 .
\label{main}
\end{equation}

Since $\pi^2<15$, the field lowers the level. The field is weak when it mixes little of the second state into the first. By the matrix element found in Section 4, this means
\begin{equation}
\frac{16}{9\pi^2}\,eFL\ll\frac{3\pi^2\hbar^2}{2mL^2}.
\label{weak}
\end{equation}

\paragraph{Remark (zero of potential).} If the zero is placed at the left wall, the potential energy is $eF(x+L/2)$ and every level gains the constant $eFL/2$. The ground level then rises with a weak field, while the spacings between levels are as before. The word ``lowers'' thus refers to a zero at the centre.

\section{Preparation}

\paragraph{Lemma 1 (scaling).} Let $\xi=x/L$ and measure energy in units of $\hbar^2/(mL^2)$. Then (\ref{H}) becomes
\begin{equation}
h=-\frac12\frac{d^2}{d\xi^2}+f\xi,\qquad f=\frac{meFL^3}{\hbar^2},\qquad \psi(\pm\tfrac12)=0 .
\label{h}
\end{equation}

\emph{Proof.} Since $d/dx=L^{-1}d/d\xi$, the kinetic term is $\hbar^2/(mL^2)$ times $-\frac12 d^2/d\xi^2$. The potential energy is $eFL\,\xi$, and $eFL$ divided by $\hbar^2/(mL^2)$ is $f$. $\square$

A term $-Cf^2$ in the scaled energy therefore stands for
\begin{equation}
-C\,\frac{m^2e^2F^2L^6}{\hbar^4}\,\frac{\hbar^2}{mL^2}=-C\,\frac{me^2F^2L^4}{\hbar^2}.
\end{equation}
The fourth power of $L$ has a simple origin. The coupling between states is proportional to $L$ and enters twice, and it is divided by a level spacing proportional to $L^{-2}$.

\paragraph{Lemma 2 (a power series exists).} Near $f=0$ the scaled ground level $\varepsilon(f)$ is an analytic and even function of $f$.

\emph{Proof.} Let $u(\xi;\varepsilon,f)$ solve $-\frac12u''+f\xi u=\varepsilon u$ with $u=0$ and $u'=1$ at $\xi=-\frac12$. The solution of a linear equation with fixed initial values is analytic in parameters that enter its coefficients analytically. The levels are the roots of $u(\frac12;\varepsilon,f)=0$. At $f=0$, with $k=\sqrt{2\varepsilon}$,
\begin{equation}
u(\tfrac12;\varepsilon,0)=\frac{\sin k}{k},\qquad
\left.\frac{\partial u}{\partial\varepsilon}\right|_{k=\pi}
=\frac{\cos\pi}{\pi}\,\frac{dk}{d\varepsilon}=-\frac1{\pi^2}\neq0 ,
\end{equation}
because $dk/d\varepsilon=1/k$. The implicit function theorem then gives an analytic root $\varepsilon(f)$ with $\varepsilon(0)=\pi^2/2$. It remains the lowest level for small $f$: since $|f\xi|\le|f|/2$, the variational principle lets no level move by more than $|f|/2$, and the second level starts at $2\pi^2$. Finally, the reflection $\xi\to-\xi$ turns $f$ into $-f$ and respects the walls, so $\varepsilon(f)=\varepsilon(-f)$. $\square$

The eigenfunction is analytic in $f$ as well. Write
\begin{equation}
\psi=\psi_0+f\psi_1+f^2\psi_2+\dots,\qquad
\varepsilon=\varepsilon_0+f^2\varepsilon_2+O(f^4),
\end{equation}
with $\psi_0=\sqrt2\cos\pi\xi$ and $\varepsilon_0=\pi^2/2$. The scale of $\psi$ is fixed by $\langle\psi_0|\psi\rangle=1$, so that $\psi_1$ and $\psi_2$ are orthogonal to $\psi_0$. Each $\psi_j$ vanishes at the walls.

\paragraph{Lemma 3 (second-order energy).} $\varepsilon_2=\langle\psi_0|\xi|\psi_1\rangle$.

\emph{Proof.} Let $h_0=-\frac12d^2/d\xi^2$. The terms in $f$ and $f^2$ of $h\psi=\varepsilon\psi$ are
\begin{align}
(h_0-\varepsilon_0)\psi_1&=-\xi\psi_0, \label{first}\\
(h_0-\varepsilon_0)\psi_2&=-\xi\psi_1+\varepsilon_2\psi_0 .
\end{align}
Multiply the second line by $\psi_0$ and integrate. Two integrations by parts move $h_0$ onto $\psi_0$. The boundary terms vanish because both functions vanish at the walls, and $(h_0-\varepsilon_0)\psi_0=0$. The left side is therefore zero, which leaves $0=-\langle\psi_0|\xi|\psi_1\rangle+\varepsilon_2$. $\square$

\section{Proof of the theorem}

\paragraph{Lemma 4 (first-order state).}
\begin{equation}
\psi_1=\sqrt2\left[\frac{(\xi^2-\frac14)\sin\pi\xi}{2\pi}+\frac{\xi\cos\pi\xi}{2\pi^2}\right].
\label{psi1}
\end{equation}

\emph{Proof.} Multiplying (\ref{first}) by $-2$ gives
\begin{equation}
\psi_1''+\pi^2\psi_1=2\xi\psi_0=2\sqrt2\,\xi\cos\pi\xi .
\label{ode}
\end{equation}
The right side is odd, which suggests the odd trial form $\psi_1=\sqrt2\,[a\xi^2\sin\pi\xi+b\xi\cos\pi\xi+c\sin\pi\xi]$. With $D=d^2/d\xi^2+\pi^2$,
\begin{align}
D(\xi^2\sin\pi\xi)&=2\sin\pi\xi+4\pi\xi\cos\pi\xi,\\
D(\xi\cos\pi\xi)&=-2\pi\sin\pi\xi,\\
D(\sin\pi\xi)&=0 .
\end{align}
Matching $\xi\cos\pi\xi$ in (\ref{ode}) requires $4\pi a=2$, so $a=1/(2\pi)$. The terms in $\sin\pi\xi$ must cancel, so $2a-2\pi b=0$ and $b=a/\pi=1/(2\pi^2)$. At $\xi=\pm\frac12$ the cosine vanishes and the sine is $\pm1$, so the wall condition is $a/4+c=0$, or $c=-1/(8\pi)$. These values give (\ref{psi1}). Any other solution obeying the wall conditions differs from it by a multiple of $\psi_0$, which orthogonality to $\psi_0$ excludes. $\square$

Insert (\ref{psi1}) into Lemma 3 and use $\sin\pi\xi\cos\pi\xi=\frac12\sin2\pi\xi$:
\begin{equation}
\varepsilon_2=\frac1{2\pi}I_1+\frac1{\pi^2}I_2,\quad
I_1=\int\xi(\xi^2-\tfrac14)\sin2\pi\xi\,d\xi,\quad
I_2=\int\xi^2\cos^2\pi\xi\,d\xi .
\label{split}
\end{equation}
All integrals run from $-\frac12$ to $\frac12$. Integration by parts gives three integrals in turn:
\begin{align}
J_1&=\int\xi\sin2\pi\xi\,d\xi
=\left[-\frac{\xi\cos2\pi\xi}{2\pi}\right]+\frac1{2\pi}\int\cos2\pi\xi\,d\xi=\frac1{2\pi},\\
J_2&=\int\xi^2\cos2\pi\xi\,d\xi
=\left[\frac{\xi^2\sin2\pi\xi}{2\pi}\right]-\frac1\pi J_1=-\frac1{2\pi^2},\\
J_3&=\int\xi^3\sin2\pi\xi\,d\xi
=\left[-\frac{\xi^3\cos2\pi\xi}{2\pi}\right]+\frac3{2\pi}J_2
=\frac1{8\pi}-\frac3{4\pi^3}.
\end{align}
Here $\cos(\pm\pi)=-1$ makes the brackets in $J_1$ and $J_3$ positive, and $\sin(\pm\pi)=0$ removes the one in $J_2$. Hence
\begin{align}
I_1&=J_3-\tfrac14J_1=-\frac3{4\pi^3},\\
I_2&=\tfrac12\int\xi^2d\xi+\tfrac12J_2=\frac1{24}-\frac1{4\pi^2}.
\end{align}
With (\ref{split}),
\begin{equation}
\varepsilon_2=-\frac3{8\pi^4}+\frac1{24\pi^2}-\frac1{4\pi^4}
=\frac{-9+\pi^2-6}{24\pi^4}=-\frac{15-\pi^2}{24\pi^4}=-C .
\end{equation}
Lemma 1 restores the units. Lemma 2 excludes a cubic term, so the remainder is of order $F^4$. This proves (\ref{main}). $\square$

\section{Why the level falls}

\paragraph{Proposition 1 (sum over states).} Every excited state that couples to the ground state lowers it, and
\begin{equation}
C=\frac{128}{\pi^6}\sum_{n=2,4,6,\dots}\frac{n^2}{(n^2-1)^5}.
\label{sum}
\end{equation}

\emph{Proof.} The zero-field states are $\phi_n=\sqrt2\sin n\pi\eta$ with $\eta=\xi+\frac12$ and energies $n^2\pi^2/2$. For $n\ge2$ the constant in $\xi=\eta-\frac12$ drops out by orthogonality, so
\begin{equation}
\langle\phi_n|\xi|\phi_1\rangle=\int_0^1\eta\,[\cos(n-1)\pi\eta-\cos(n+1)\pi\eta]\,d\eta .
\end{equation}
For a positive integer $p$, integration by parts gives $\int_0^1\eta\cos p\pi\eta\,d\eta=[(-1)^p-1]/(p\pi)^2$. This is zero for even $p$ and $-2/(p\pi)^2$ for odd $p$. Odd $n$ therefore do not couple, and for even $n$
\begin{equation}
\langle\phi_n|\xi|\phi_1\rangle=-\frac2{\pi^2}\left[\frac1{(n-1)^2}-\frac1{(n+1)^2}\right]
=-\frac{8n}{\pi^2(n^2-1)^2}.
\end{equation}
Projecting (\ref{first}) on $\phi_n$ gives $\langle\phi_n|\psi_1\rangle=-\langle\phi_n|\xi|\phi_1\rangle/[\frac12\pi^2(n^2-1)]$. Expanding $\psi_1$ in Lemma 3 then yields
\begin{equation}
\varepsilon_2=-\sum_{n\ \mathrm{even}}\frac{64n^2}{\pi^4(n^2-1)^4}\,\frac{2}{\pi^2(n^2-1)},
\end{equation}
in which every term is negative. $\square$

For $n=2$ the matrix element has size $16/(9\pi^2)$, which is the factor in (\ref{weak}). With matrix elements found by quadrature, the sum up to $n=40$ gives 0.0021945, in agreement with the closed form. The state $n=2$ supplies 99.87\,\% of it, so the shift is very nearly a repulsion between the two lowest levels.

\paragraph{Proposition 2 (displacement and energy balance).} To leading order,
\begin{equation}
\langle x\rangle=-2C\,\frac{m\,eF\,L^4}{\hbar^2},
\label{disp}
\end{equation}
and the kinetic energy rises by half of what the potential energy loses.

\emph{Proof.} In the state $\psi_0+f\psi_1$ the mean of $\xi$ is $2f\langle\psi_0|\xi|\psi_1\rangle=2f\varepsilon_2=-2Cf$. The term without $f$ vanishes by parity, and normalization enters at order $f^3$. Multiplication by $L$ gives (\ref{disp}). The mean potential energy is then $f\langle\xi\rangle=-2Cf^2$, while the total change is $-Cf^2$. The kinetic energy must have changed by $+Cf^2$. $\square$

The electron moves against the field, down its potential slope. Leaning towards one wall costs kinetic energy, and the balance of gain and cost is the shift.

\paragraph{Corollary (box-shaped dot).} Let a dot have hard walls, edges $L_x,L_y,L_z$ and an isotropic mass, with field components along the edges. The Hamiltonian is a sum of three commuting terms of the form (\ref{H}), so the energies add:
\begin{equation}
\Delta E=-C\,\frac{me^2}{\hbar^2}\left(F_x^2L_x^4+F_y^2L_y^4+F_z^2L_z^4\right),
\end{equation}
provided that (\ref{weak}) holds along each edge. In a flat dot, equal field components act far more strongly along the long edges, and there the condition fails first.

\section{Where the quadratic law ends}

The full problem can be solved for any $f>0$. With $z=(2f)^{1/3}(\xi-\varepsilon/f)$, equation (\ref{h}) becomes $d^2\psi/dz^2=z\psi$, whose solutions are the Airy functions $\mathrm{Ai}$ and $\mathrm{Bi}$. A combination of the two vanishes at both walls if
\begin{equation}
\mathrm{Ai}(z_-)\mathrm{Bi}(z_+)-\mathrm{Ai}(z_+)\mathrm{Bi}(z_-)=0,\qquad z_\pm=z(\pm\tfrac12).
\label{airy}
\end{equation}
At $f=1$ the lowest root lies $1.78\times10^{-7}$ above $\varepsilon_0-C$. Doubling $f$ multiplies this remainder by 16 to within 2\,\%, as a term in $f^4$ should. The term is positive, so for small $f$ the quadratic law overstates the lowering, by a fraction
\begin{equation}
\frac{1.78\times10^{-7}f^4}{Cf^2}\approx8.1\times10^{-5}f^2 .
\label{frac}
\end{equation}

\paragraph{Remark (strong field).} For $f\gg1$ the electron is pressed against the left wall and no longer feels the right one. With $s=\xi+\frac12$ the equation is $-\frac12\psi''+fs\psi=(\varepsilon+f/2)\psi$. Its decaying solution is $\mathrm{Ai}[(2f)^{1/3}s-a]$ with $\varepsilon+f/2=\frac12(2f)^{2/3}a$. The wall at $s=0$ requires $\mathrm{Ai}(-a)=0$, and the ground level takes the smallest such $a$, called $a_1$:
\begin{equation}
\varepsilon\approx-\frac f2+a_1\left(\frac{f^2}{2}\right)^{1/3}.
\end{equation}
For very large $f$ the linear term, set by the potential energy at the lower wall, dominates. The approach is slow, because the size of the second term relative to the first falls only as $f^{-1/3}$.

\section{Numerical example}

Take $m=0.07\,m_e$, $L=10$ nm and $F=50$ kV/cm. The numerical output after the text lists the parameters and the main computed values. The energy unit is $\hbar^2/(mL^2)=10.886$ meV, and the potential drop across the well is $eFL=50.0$ meV. Hence
\begin{align}
E(0)&=\tfrac12\pi^2\times10.886\ \mathrm{meV}=53.7\ \mathrm{meV},\\
f&=50.0/10.886=4.593,\\
\Delta E&=-0.0021945\times4.593^2\times10.886\ \mathrm{meV}=-0.504\ \mathrm{meV}.
\end{align}
As a frequency this is $-122$ GHz. The second level lies $3\times53.7=161$ meV higher, and the mixing amplitude, the ratio of the two sides of (\ref{weak}), is 0.056. The field is weak although $f$ exceeds 1 and the drop $eFL$ is close to the ground energy itself.

The mean displacement is $-2\times0.0021945\times4.593\times10\ \mathrm{nm}=-0.20$ nm. At 5 meV/nm this is a potential energy of $-1.01$ meV, twice the shift, as Proposition 2 requires.

Equation (\ref{airy}) gives $-0.503$ meV. With mass and width fixed, a field of 200 kV/cm gives $-8.06$ meV from the formula and $-7.86$ meV from (\ref{airy}). The formula then overstates the lowering by 2.6\,\% of the full value.

\paragraph{Remark (wider wells).} At fixed mass and field, doubling the width multiplies the predicted shift by 16, but also $f$ and the mixing by 8. The mixing would reach 0.45, and (\ref{frac}) puts the error near 11\,\% of the predicted shift, while the full solution of (\ref{airy}) gives 9\,\%. The fourth-power law needs hard walls as well as a weak field. With the 250 meV barriers of the next section, doubling the width from 10 to 20 nm in a weak field multiplies the shift by only about 8.8.

\section{Comparison with a real well}

The parameters lie in the regime of a GaAs well between AlGaAs barriers. They are rough, and none is far from typical. The assumption that fails worst is that of hard walls. With barriers of 250 meV and a barrier mass of $0.09\,m_e$, the level without field falls from 53.7 to 30.0 meV, and the shift grows from $-0.503$ to $-1.72$ meV, a factor of 3.4. For a quantitative prediction in such a well, (\ref{main}) with the nominal width is therefore inadequate.

The cause is the spread of the state into the barriers. There it decays as $e^{-\kappa d}$ with depth $d$. Continuity of $\psi$ and of $\psi'/\mathrm{mass}$ gives, at the right wall,
\begin{equation}
\psi=-\delta\,\psi',\qquad \delta=\frac{m_b}{m\kappa},
\end{equation}
where $m_b$ is the barrier mass and $\psi'$ is taken inside the well. Continued in a straight line, $\psi$ reaches zero a distance $\delta$ beyond the wall. For small $\delta$ the well acts as a hard-walled one of width $L+2\delta$, and the shift grows by $(1+2\delta/L)^4$. For walls of 16 eV this factor is 1.178, against 1.176 from diagonalization on a grid of step 0.05 nm, whose error accounts for most of the difference. For 250 meV, $\delta=1.78$ nm and the factor is 3.39, against 3.41 at this field and 3.43 in the weak-field limit. The straight-line argument becomes less accurate as $\delta/L$ grows: for a 6 nm well with the same barriers, in a weak field, its factor is 9\,\% too small.

With finite barriers the tilted potential also lets the electron escape. A semiclassical estimate for thick barriers gives a tunnelling lifetime of order $10^2$ s, so tunnelling from the ground level is negligible here. At 300 K thermal emission over the remaining barrier of about 0.2 eV is far faster: a rough estimate gives a fraction of a nanosecond. The broadening this implies, a few $\mu$eV, is still small beside the shift. The field is about one eighth of a rough breakdown field of 400 kV/cm.

Other corrections are smaller. If the dispersion is bent according to $E(1+E/E_g)=\hbar^2k^2/(2m)$, with $E_g=1.4$ eV, the two lowest hard-wall levels move closer. The hard-wall states remain the same sine functions, so the matrix element is unchanged, and the dominant $n=2$ term of the shift grows as the inverse of the spacing, by 17\,\%. With the hard-wall spacing of 161 meV, the Boltzmann factor of the second level at 300 K is 0.002, so thermal occupation matters little in that model. The 250 meV barriers reduce the spacing to about 88 meV and raise the factor to about 0.03. Stray carriers of $10^{10}$ cm$^{-2}$ can alter the field by 1.4 kV/cm, or 3\,\%, and so the shift by about 6\,\%. With hard walls, one extra atomic layer, 0.28 nm, changes the shift by 12\,\% and lowers the level itself by 2.9 meV, nearly six times the shift sought. With the 250 meV barriers the shift changes by 8\,\% and the level falls by 1.2 meV, which is still comparable with the shift of 1.72 meV. The shift should therefore be read from one and the same well with the field on and off.

An optical absorption edge contains more than the electron level. A hole of mass $0.4\,m_e$ in the same hard-walled well has $f=26.2$. Its charge reverses the slope but, by Lemma 2, not the shift. The formula gives $-2.88$ meV and (\ref{airy}) gives $-2.74$ meV, so in this model the hole contributes more than five times as much as the electron. Finite barriers enlarge the shift of the light electron more than that of the hole: with a hole barrier of 130 to 170 meV and a barrier mass of $0.45\,m_e$, the hole shift is about $-5$ meV, roughly three times the electron's $-1.72$ meV. The electron-hole attraction, whose bulk scale is 4.8 meV, also changes as the field draws the two apart. That change is not calculated here, and the shift in (\ref{main}) must not be taken for the shift of an absorption line.

\section*{Numbers as computed}
\begin{verbatim}
C = (15-pi^2)/(24 pi^4): 0.0021945
C from sum over states: 0.0021945
share of n=2 in the sum: 99.87 %
coefficient of f^4 (scaled): 1.776e-07
mass: 0.07 m_e
well width L: 10.0 nm
field F: 50 kV/cm
potential drop eFL: 50.0 meV
energy unit hbar^2/(mL^2): 10.886 meV
scaled field f: 4.593
ground level, no field: 53.72 meV
spacing to second level: 161.2 meV
mixing amplitude of n=2: 0.0559
shift, formula: -0.5040 meV
shift, formula: -121.9 GHz
shift, full hard-wall: -0.5031 meV
mean x, formula: -0.2016 nm
mean x, diagonalization: -0.2009 nm
F=50 kV/cm: formula -0.504, full -0.503 meV
F=100 kV/cm: formula -2.016, full -2.002 meV
F=200 kV/cm: formula -8.064, full -7.857 meV
barrier height: 250 meV
barrier mass: 0.09 m_e
finite-barrier level: 30.01 meV
finite-barrier shift: -1.716 meV
finite/hard-wall shift ratio: 3.41
spread into each barrier: 1.78 nm
(widened L / L)^4: 3.39
16 eV walls, shift ratio: 1.176
16 eV walls, (widened L / L)^4: 1.178
tunnelling exponent: 35.8
tunnelling lifetime, rough: 2e+02 s
band gap: 1.4 eV
non-parabolic shift factor: 1.17
temperature: 300 K
thermal energy kT: 25.9 meV
Boltzmann factor, second level: 2.0e-03
one atomic layer: 0.28 nm
level change, one layer wider: -2.89 meV
shift change, one layer wider: 11.7 %
stray carriers: 1e+10 per cm^2
relative permittivity: 13
field of stray carriers: 1.39 kV/cm
breakdown field, rough: 400 kV/cm
F / breakdown field: 0.125
hole mass: 0.4 m_e
hole scaled field f: 26.2
hole shift, formula: -2.88 meV
hole shift, full hard-wall: -2.74 meV
bulk electron-hole binding: 4.8 meV
\end{verbatim}
